# Spin Continuity Equation for Kohn-Sham Spinors and Its Stationary Balance

In a magnet whose magnetization turns from place to place, an electron that moves through the material carries its spin into a region where the local field points in another direction. There the field exerts a torque on it, and spin-orbit coupling lets the electron exchange spin with its orbital motion. Charge leaves a small volume only through the surface; spin can also be created and destroyed inside. A static spin texture is therefore compatible with spin currents that begin and end within the material, provided that torques make up the difference at every point. The question is what these currents and torques are for the spinors of noncollinear density functional theory, with every factor and sign fixed.

Hartree atomic units are used in the algebra, so spin is measured in units of $\hbar$. The Kohn-Sham spinors $\varphi_i$ have two components and fixed occupations $f_i$, and they obey $i\partial_t\varphi_i=h\varphi_i$ with

$$
h=\tfrac12p^2+v+\tfrac12\,\boldsymbol\sigma\cdot(\mathbf b_{\rm ext}+\mathbf b_{\rm xc})+\lambda\,\boldsymbol\sigma\cdot(\nabla v\times\mathbf p),\qquad \mathbf p=-i\nabla .
$$

The scalar potential $v$ and the fields $\mathbf b$ are real and local, and may depend on time. The fields are energies: a magnetic field $\mathbf B$ acting on the electron spin corresponds to $\mathbf b_{\rm ext}=2\mu_B\mathbf B$. It acts on the spin alone; no vector potential is included. For the Pauli operator $\lambda=1/(4c^2)$, while in an effective model $\lambda$ is a parameter. Spin-orbit terms formed from gradients of $\mathbf b_{\rm xc}$ are neglected.

Let $k$ label the direction of flow and $a$ the direction of spin. Repeated indices are summed, and the orbital index is suppressed under $\sum f$. The densities and the kinetic spin current are

$$
n=\sum f\,\varphi^\dagger\varphi,\qquad s_a=\tfrac12\sum f\,\varphi^\dagger\sigma_a\varphi,\qquad J_{ka}=\tfrac12\sum f\,{\rm Im}\,(\varphi^\dagger\sigma_a\partial_k\varphi).
$$

Since $\partial_t\varphi=-ih\varphi$ and $\partial_t\varphi^\dagger=i(h\varphi)^\dagger$,

$$
\partial_ts_a=\tfrac12\sum f\left[i(h\varphi)^\dagger\sigma_a\varphi-i\varphi^\dagger\sigma_ah\varphi\right]. \tag{1}
$$

Each part of $h$ can be inserted separately. The scalar potential gives $iv\varphi^\dagger\sigma_a\varphi-iv\varphi^\dagger\sigma_a\varphi=0$, because it is real, multiplies pointwise and commutes with $\sigma_a$.

For the kinetic part, $h\varphi\to-\frac12\nabla^2\varphi$, and (1) becomes

$$
\frac i4\sum f\left[\varphi^\dagger\sigma_a\nabla^2\varphi-(\nabla^2\varphi^\dagger)\sigma_a\varphi\right]
=\frac i4\,\partial_k\sum f\left[\varphi^\dagger\sigma_a\partial_k\varphi-(\partial_k\varphi^\dagger)\sigma_a\varphi\right].
$$

The products of two first derivatives, which appear when the right side is expanded, cancel. Because $\sigma_a$ is Hermitian, the second term in the last bracket is the complex conjugate of the first, and the bracket equals $2i\,{\rm Im}(\varphi^\dagger\sigma_a\partial_k\varphi)$. The prefactor is then $(i/4)(2i)=-\frac12$, and the kinetic contribution is $-\partial_kJ_{ka}$.

For the field part, with $\mathbf b=\mathbf b_{\rm ext}+\mathbf b_{\rm xc}$, (1) contains a commutator:

$$
\frac12\sum f\,\frac i2\,b_j\,\varphi^\dagger[\sigma_j,\sigma_a]\varphi
=\frac12\sum f\,\frac i2\,b_j\,(2i\epsilon_{jab})\,\varphi^\dagger\sigma_b\varphi
=-\epsilon_{jab}b_js_b .
$$

Exchanging the first two indices gives $-\epsilon_{jab}=\epsilon_{ajb}$, so the contribution is $(\mathbf b\times\mathbf s)_a$. The spin precesses about the field, and the order of the cross product follows from the positive sign of $\frac12\boldsymbol\sigma\cdot\mathbf b$ in $h$.

The spin-orbit part needs more care, because it contains both a spin matrix and a derivative. Write it as

$$
h_{\rm SO}=\sigma_iW_{ik}p_k,\qquad W_{ik}=\lambda\,\epsilon_{ijk}\,\partial_jv .
$$

The contraction $\partial_kW_{ik}=\lambda\epsilon_{ijk}\partial_k\partial_jv$ vanishes, since an antisymmetric symbol meets a symmetric second derivative. Hence $W_{ik}p_k=p_kW_{ik}$, and $h_{\rm SO}$ is Hermitian as it stands. Now $h_{\rm SO}\varphi=-iW_{ik}\sigma_i\partial_k\varphi$ and $(h_{\rm SO}\varphi)^\dagger=iW_{ik}(\partial_k\varphi^\dagger)\sigma_i$. In (1) both terms acquire the factor $-1$:

$$
\left.\partial_ts_a\right|_{\rm SO}=-\tfrac12W_{ik}\sum f\left[(\partial_k\varphi^\dagger)\sigma_i\sigma_a\varphi+\varphi^\dagger\sigma_a\sigma_i\partial_k\varphi\right].
$$

The products of Pauli matrices are $\sigma_i\sigma_a=\delta_{ia}+i\epsilon_{iab}\sigma_b$ and $\sigma_a\sigma_i=\delta_{ia}-i\epsilon_{iab}\sigma_b$. The two $\delta$ terms combine into a derivative of the density,

$$
-\tfrac12W_{ak}\,\partial_kn=-\partial_k\left(\tfrac12W_{ak}n\right),
$$

where $\partial_kW_{ak}=0$ was used again. This is a pure divergence and defines the spin-orbit part of the current,

$$
J^{\rm SO}_{ka}=\tfrac12nW_{ak}=\frac\lambda2\,n\,\epsilon_{ajk}\,\partial_jv . \tag{2}
$$

The two $\epsilon$ terms give

$$
\frac i2W_{ik}\epsilon_{iab}\sum f\left[\varphi^\dagger\sigma_b\partial_k\varphi-(\partial_k\varphi^\dagger)\sigma_b\varphi\right]
=\frac i2W_{ik}\epsilon_{iab}\,(4i\,J_{kb})=-2\epsilon_{iab}W_{ik}J_{kb}.
$$

The factor $4i$ arises because the summed bracket is $2i\sum f\,{\rm Im}(\varphi^\dagger\sigma_b\partial_k\varphi)$ and the sum of imaginary parts is $2J_{kb}$. With $-\epsilon_{iab}=\epsilon_{aib}$ the source is $T^{\rm SO}_a=2\epsilon_{aib}W_{ik}J_{kb}$. This is again a precession torque, about a field $2W_{ik}p_k$ that depends on the electron's momentum, which is why a spin current stands where a spin density stood before.

To remove the two antisymmetric symbols, use the cyclic identity $\epsilon_{aib}=\epsilon_{iba}$ and $\epsilon_{iba}\epsilon_{ijk}=\delta_{bj}\delta_{ak}-\delta_{bk}\delta_{aj}$:

$$
T^{\rm SO}_a=2\lambda\left[J_{ab}\,\partial_bv-(\partial_av)\,J_{bb}\right]. \tag{3}
$$

In $J_{ab}$ the first index is still the flow direction. Collecting all parts,

$$
\boxed{\;\partial_ts_a+\partial_k\left(J_{ka}+J^{\rm SO}_{ka}\right)=(\mathbf b_{\rm ext}\times\mathbf s)_a+(\mathbf b_{\rm xc}\times\mathbf s)_a+T^{\rm SO}_a\;} \tag{4}
$$

For the Pauli operator the prefactor in (2) is $1/(8c^2)$ and that in (3) is $1/(2c^2)$.

The current in (4) has a direct meaning. The velocity operator is $i[h,r_k]=p_k+\sigma_iW_{ik}$. Half its anticommutator with the spin $\sigma_a/2$ contains, from the second term, $\frac14W_{ik}\{\sigma_i,\sigma_a\}=\frac12W_{ak}$, which reproduces (2). The total current is thus the symmetrized product of velocity and spin. Equation (4) alone does not force this choice: a divergence-free term may be added to the current, and any source that is itself a divergence may be moved to the left side. What the equation fixes is the total source minus the divergence of the current.

In a stationary state each spinor changes only by a phase, $\mathbf s$ is constant, and

$$
\partial_k\left(J_{ka}+J^{\rm SO}_{ka}\right)=(\mathbf b_{\rm ext}\times\mathbf s)_a+(\mathbf b_{\rm xc}\times\mathbf s)_a+T^{\rm SO}_a \tag{5}
$$

at every point. This restricts the divergence of the current, not the current itself. A free spinor shows the difference. Take $\mathbf b=0$, $\lambda=0$, constant $v$, unit occupation and

$$
\varphi=\sqrt n\begin{pmatrix}e^{-iqx/2}\cos(\theta/2)\\ e^{iqx/2}\sin(\theta/2)\end{pmatrix},\qquad
\mathbf s=\frac n2\,(\sin\theta\cos qx,\ \sin\theta\sin qx,\ \cos\theta).
$$

Both components have kinetic energy $q^2/8$, so the state is stationary. Its current with spin along $z$ is $J_{xz}=\frac12n\left[-\frac q2\cos^2\frac\theta2-\frac q2\sin^2\frac\theta2\right]=-nq/4$, while $J_{xx}=J_{xy}=0$. This static spiral carries a uniform spin current, and no torque is needed to maintain it.

A second limit is an atom with closed subshells, a spherical potential, and no fields $\mathbf b$. Time reversal gives $\mathbf s=0$. The spin current is odd under inversion of position, and a tensor built from $\mathbf r$ alone with this property has the form $J_{ka}=\epsilon_{kab}r_bF(r)$. Its trace is zero, and since $\nabla v$ is parallel to $\mathbf r$, the contraction $J_{ab}\partial_bv\propto\epsilon_{abc}r_cr_b$ also vanishes, so $T^{\rm SO}=0$. The divergence is $\epsilon_{kab}(\delta_{kb}F+r_br_kF'/r)=0$. From (2), $\partial_kJ^{\rm SO}_{ka}=\frac\lambda2(\nabla v\times\nabla n)_a$, which is zero because both gradients are radial. Each term of (5) vanishes separately, although a circulating spin current is allowed. A nonzero spin-orbit torque in this setting requires an open shell, a field, or a lower symmetry.

When spin-orbit coupling does not enter the functional, the exchange-correlation torque obeys a further condition. Let $E_{\rm xc}[n,\mathbf s]$ be a functional with $\mathbf b_{\rm xc}=\delta E_{\rm xc}/\delta\mathbf s$. This matches the factor $\frac12$ in $h$, since $\frac12\boldsymbol\sigma\cdot\mathbf b$ has the expectation value $\int\mathbf b\cdot\mathbf s$. Without spin-orbit coupling, neither the kinetic energy nor the electron repulsion depends on the direction of spin, so $E_{\rm xc}$ does not change when all spins are turned together. For a small uniform rotation, $\delta\mathbf s=\boldsymbol\theta\times\mathbf s$ and

$$
0=\delta E_{\rm xc}=\int\mathbf b_{\rm xc}\cdot(\boldsymbol\theta\times\mathbf s)\,d^3r=\boldsymbol\theta\cdot\int\mathbf s\times\mathbf b_{\rm xc}\,d^3r .
$$

As $\boldsymbol\theta$ is arbitrary, $\int\mathbf b_{\rm xc}\times\mathbf s\,d^3r=0$. A functional with this invariance exerts no net exchange-correlation torque. Using it together with spin-orbit coupling is common, but it is an approximation: the interacting and the Kohn-Sham system may then have different total spin-orbit torques, and in a stationary state the exact $\mathbf b_{\rm xc}$ has to supply the difference as a net torque. Locally the torque may be finite. It vanishes at every point if the energy density depends on $n$ and $|\mathbf s|$ alone, as in the local spin density approximation, because $\mathbf b_{\rm xc}$ is then parallel to $\mathbf s$.

What the local torque does can be seen from the interacting system with $\lambda=0$. There the electron repulsion multiplies the wave function by a real, spin-independent function and cancels from $\partial_t\mathbf s$ just as $v$ does, so the true current $J^{\rm true}$ satisfies $\partial_ts_a+\partial_kJ^{\rm true}_{ka}=(\mathbf b_{\rm ext}\times\mathbf s)_a$. The exact Kohn-Sham system has the same $\mathbf s$. Subtracting the two equations gives

$$
(\mathbf b_{\rm xc}\times\mathbf s)_a=\partial_k\left(J_{ka}-J^{\rm true}_{ka}\right).
$$

The torque compensates for the difference between the divergences of the Kohn-Sham and the true spin current. A functional with no local torque makes the Kohn-Sham current obey the same equation as the true one, so the two divergences would have to agree if that functional reproduced the true $\mathbf s$; the exact functional is under no such constraint. For the same reason, the Kohn-Sham current should not be read as the physical spin current without further argument.

Integrate (5) over a periodic cell, or over all space for a bound system. The divergence drops out. For a functional that is invariant under spin rotation the exchange-correlation torque integrates to zero, and

$$
\int\left(\mathbf b_{\rm ext}\times\mathbf s+\mathbf T^{\rm SO}\right)d^3r=0. \tag{6}
$$

Without spin-orbit coupling the total external torque must vanish by itself. With it, the spins can rest at an orientation where the external field still pulls on them, held by the coupling to the orbital motion.

A model with round parameters shows the sizes of the terms. The periodic cell has side $L=4$ Å, nothing varies along $z$, and with $q=2\pi/L$ the fields in eV are

$$
\begin{aligned}
v&=-5\cos qx-4\cos qy-2\cos(qx+qy+0.5),\\
\mathbf b_{\rm ext}&=\left(2+\cos(qy+0.5),\ \cos(qx+1),\ 0.5+\cos(qx+qy)\right).
\end{aligned}
$$

A field of this size represents an imposed exchange field, not a laboratory magnet. The coupling $\lambda=0.1$ Å$^2$ is an effective one, about $2.7\times10^4$ times the Pauli value of $3.73\times10^{-6}$ Å$^2$. The model exchange-correlation energy is

$$
E_{\rm xc}=\int\left[-\frac I2s^2+\frac g2\,\partial_k\mathbf s\cdot\partial_k\mathbf s\right]d^3r,\qquad \mathbf b_{\rm xc}=-I\mathbf s-g\nabla^2\mathbf s,
$$

with $I=150$ eV Å$^3$ and $g=40$ eV Å$^5$; the second term of the field follows from one integration by parts. The $I$ term is parallel to $\mathbf s$ and gives no torque. The $g$ term gives $-g\nabla^2\mathbf s\times\mathbf s=\partial_k(g\,\mathbf s\times\partial_k\mathbf s)$, since $\partial_k\mathbf s\times\partial_k\mathbf s=0$. It is finite locally and integrates to zero, as required. Hartree and scalar exchange-correlation potentials are left out, so the numbers illustrate the balance and do not describe a particular solid.

Only spinors with the period of the cell are considered. The two lowest of these, at $-3.99$ and $-0.82$ eV, have occupations 1 and 0.5. The self-consistent spin of the cell is $(-0.237,-0.028,-0.074)\,\hbar$, roughly opposite to the mean external field $(2,0,0.5)$ eV, as the positive sign of the field term in $h$ favours.

The equations were solved on a grid of $13\times13$ points. Among these points the spin-orbit torque is largest at $x=3.08$ Å, $y=0.31$ Å. There the terms of (5), in units of $10^{-3}$ eV Å$^{-3}$, are

| Term | $x$ | $y$ | $z$ |
|---|---:|---:|---:|
| $\partial_kJ_{ka}$ | 0.429 | −0.919 | −4.473 |
| $\partial_kJ^{\rm SO}_{ka}$ | 0.000 | 0.000 | 4.851 |
| external torque | −0.072 | −1.137 | 1.130 |
| xc torque | 0.228 | 0.141 | −0.752 |
| spin-orbit torque | 0.272 | 0.077 | 0.000 |

For the $x$ component the torques add to $-0.072+0.228+0.272=0.428$, against a divergence of 0.429; the last digit differs by rounding. For $y$, $-1.137+0.141+0.077=-0.919$, equal to the divergence. For $z$ the left side is $-4.473+4.851=0.378$ and the right side $1.130-0.752=0.378$.

The zeros follow from the geometry. With no variation along $z$, $\nabla v\times\nabla n$ points along $z$, so $J^{\rm SO}$ has a divergence for that spin component alone. In $T^{\rm SO}_z$ the first term of (3) contains the kinetic current along $z$, which is absent because the spinors do not vary in that direction, and the second contains $\partial_zv=0$.

The $z$ column also shows why the current (2) cannot be dropped on the ground that the spin-orbit torque is small. At this point the two divergences nearly cancel: by (5) their sum equals the torque along $z$, which here is much smaller than either. Omitting $J^{\rm SO}$ would leave an imbalance of 4.85, some 17 times the magnitude of the spin-orbit torque at the same point. Over the grid points the largest external torque density is $7.5\times10^{-3}$ eV Å$^{-3}$ and the largest exchange-correlation torque density $5.1\times10^{-3}$, while the spin-orbit torque density reaches only $0.28\times10^{-3}$, even with this strong coupling. The true maxima lie between grid points and are a few per cent larger.

Integrated over the cell, the external torque is $(-4.18,-0.56,0.00)\times10^{-4}$ eV and the spin-orbit torque is $(4.18,0.56,0.00)\times10^{-4}$ eV. They cancel as (6) demands. Their common magnitude is $4.2\times10^{-4}$ eV, or $1.5\times10^{-5}$ hartree. When the system is solved again with $\lambda=0$, the total external torque falls to $4\times10^{-10}$ eV, which is numerical zero here. The total exchange-correlation torque is equally small. By contrast, an energy $-\frac I2\int s_z^2\,d^3r$, which singles out an axis, would exert a total torque of 0.106 eV on the same spin density. The zero therefore comes from rotational invariance and not from the shape of the texture.

The pointwise balance (5) was tested over the whole grid. Its largest residual, relative to the largest external torque density, is $1.0\times10^{-5}$ with spin-orbit coupling and $5\times10^{-12}$ without. The time-dependent equation (4) was tested separately, on nonstationary spinors in three dimensions with other model fields. The rate of change of $\mathbf s$ found by short propagation agrees with the formula to $5\times10^{-11}$ of the largest rate. Without $J^{\rm SO}$ the largest error is 25 per cent of the largest rate, and without $\mathbf T^{\rm SO}$ it is 38 per cent of it. The full set of values is in the numerical output.

The result rests on local potentials. If $h$ contains a nonlocal, spin-independent Hermitian operator $V$, as with a nonlocal pseudopotential, (1) acquires the term $\sum f\,{\rm Im}(\varphi^\dagger\sigma_aV\varphi)$. It integrates to zero, because $\sigma_a$ and $V$ commute and their product is Hermitian, but it need not vanish at each point. Equation (6) then keeps its form if $h_{\rm SO}$ is unchanged, while (5) needs the extra source. A vector potential would likewise change the velocity, and with it both the current and the spin-orbit torque. Near a heavy nucleus the Pauli form of the coupling is itself an approximation, and a relativistic two- or four-component Hamiltonian has to replace the starting one.

## Numbers as computed

```
cell side: 4.0 angstrom; grid points per side: 13
potential amplitudes (x, y, x+y): (5.0, 4.0, 2.0) eV
mean external field: (2.0, 0.0, 0.5) eV; modulation 1.0 eV
I: 150 eV angstrom^3; g: 40 eV angstrom^5
model spin-orbit lambda: 0.10 angstrom^2
Pauli value of lambda: 3.728e-06 angstrom^2
ratio model/Pauli lambda: 2.682e+04
occupations: 1.0, 0.5; iterations: 24
spinor energies: -3.9930, -0.8182 eV
cell spin, units of hbar: (-0.23737, -0.02782, -0.07387)
-- point of largest spin-orbit torque --
x, y: 3.0769, 0.3077 angstrom
electron density: 0.045271 angstrom^-3
spin density: (-0.007497, -0.002200, -0.002690) hbar angstrom^-3
terms below in eV angstrom^-3 (hbar times rate of spin density)
div J: (0.000429, -0.000919, -0.004473)
div J_SO: (0.000000, 0.000000, 0.004851)
external torque: (-0.000072, -0.001137, 0.001130)
xc torque: (0.000228, 0.000141, -0.000752)
spin-orbit torque: (0.000272, 0.000077, 0.000000)
total divergence: (0.000429, -0.000919, 0.000378)
total torque: (0.000429, -0.000919, 0.000378)
-- largest magnitude in the cell, eV angstrom^-3 --
max div J: 0.007542
max div J_SO: 0.007315
max external torque: 0.007488
max xc torque: 0.005100
max spin-orbit torque: 0.000283
-- integrals over the cell, eV --
external torque: (-0.000418, -0.000056, 0.000000)
spin-orbit torque: (0.000418, 0.000056, 0.000000)
norm of xc torque: 3.5e-10
norm of spin-orbit torque: 0.000421 eV = 1.5483e-05 hartree
norm of external torque, lambda = 0: 3.7e-10
norm of torque from anisotropic energy: 0.105620
-- relative errors (no unit) --
time derivative, 3D test: 5.1e-11
same without J_SO: 0.253; without T_SO: 0.376
stationary balance: 1.0e-05; lambda = 0: 5.4e-12
```
